\section*{Why Pole-Subtracted T-Matrix Rates Differ from the Fourth-Order Kernel}

\section{A rate of the wrong sign}

Consider a quantum dot whose excited spin state can relax through an empty intermediate state. In the example below, at a bias of 2.2~mV, the T-matrix formula with its divergence removed gives a relaxation rate of $-76\ \mu\mathrm{s}^{-1}$. The corresponding element of the fourth-order kernel is $+7\ \mu\mathrm{s}^{-1}$. At 1.0~mV, for excitation instead of relaxation, the signs are the other way round: $+2.3$ against $-10\ \mu\mathrm{s}^{-1}$. Someone who takes both numbers for the same physical rate will mistrust one method or the other without knowing why.

Both methods contain the same tunnelling amplitudes. They differ in the moment from which two separate sequential hops are counted as separate. This difference is large near the threshold where a state excited by cotunnelling can decay sequentially. Its effect on the current is a different question, with a different answer.

\section{Model and kernel}

The dot has one orbital with spin levels $\varepsilon_g<\varepsilon_e$ and charging energy $U$. Its states are $0$, $g$, $e$ and $2$ (doubly occupied), with energies $0$, $\varepsilon_g$, $\varepsilon_e$ and $\varepsilon_g+\varepsilon_e+U$. Tunnelling to leads $L,R$ conserves spin, so the populations do not couple to coherences. The leads start in equilibrium, uncorrelated with the dot, at chemical potentials $\mu_{L,R}=\pm eV/2$. Each lead gives a level width $\Gamma$.

The population vector obeys $\dot p(t)=\int_0^t K(t-t')p(t')\,dt'$. With $K(z)=\int_0^\infty e^{-zt}K(t)\,dt$, the Laplace-transformed propagator is $\Pi(z)=[z-K(z)]^{-1}$. Expanding in the tunnelling amplitude, with $K=K_2+K_4+\dots$, gives at fourth order
\begin{equation}
z^2\Pi_4(z)=K_4(z)+\frac{K_2(z)K_2(z)}{z}.
\label{eq:dyson}
\end{equation}
The last term is reducible: one sequential process is complete before the next begins. The rate equation already generates it by applying $K_2$ twice, so it must not appear in $K_4$.

\section{One hop has a duration}

Take two hops $i\to n\to f$. A probability is an amplitude times its conjugate, so the first hop has a tunnelling vertex at time $t_1$ in the amplitude and one at $t_1'$ in the conjugate. Let $u=t_1-t_1'$. For the second hop let $v=t_2-t_2'$.

Let $\hbar a$ be the energy of the state before the first hop minus that after it, leads included, and $\hbar b$ the same for the second hop. Summing over lead states gives non-negative weights $A(a)$, $B(b)$, which contain the squared tunnelling amplitudes divided by $\hbar^2$. Their transforms are $\tilde A(u)=\int da\,A(a)e^{-iau}$ and likewise $\tilde B(v)$. A hop occupies the interval $|u|$ between its two vertices, so its sequential kernel is
\begin{equation}
k_A(z)=\int_{-\infty}^{\infty}\!du\,\tilde A(u)e^{-z|u|}
=\int da\,A(a)\frac{2z}{a^2+z^2}.
\label{eq:kA}
\end{equation}
As $z\to0$ the Lorentzian becomes $2\pi\delta(a)$, which gives the golden rule $k_A(0)=2\pi A(0)$. Differentiating the first form gives
\begin{equation}
k_A'(0)=-\int du\,|u|\tilde A(u)\equiv-k_A(0)\,\tau_A .
\label{eq:tau}
\end{equation}
Thus $\tau_A$ is the first moment of the memory. Since $\tilde A$ oscillates, it may be negative and is not literally an elapsed time.

\section{The T-matrix clock}

Consider first the squared amplitude through one intermediate state. The golden rule applied to the second-order T-matrix gives
\begin{equation}
\Gamma_{fi}(\eta)=2\pi\int da\,db\,A(a)B(b)\frac{\delta(a+b)}{a^2+\eta^2},
\label{eq:tm}
\end{equation}
where $\eta$ is a small positive rate. To see which histories this includes, write
\begin{equation}
\frac1{a^2+\eta^2}=\int_0^\infty\!ds\int_0^\infty\!ds'\,
e^{ia(s-s')-\eta(s+s')}.
\end{equation}
Here $s=t_2-t_1$ and $s'=t_2'-t_1'$ are the waiting times in the amplitude and its conjugate. Their mean $T=(s+s')/2$ is the time between the centres of the hops, and $s-s'=v-u$. Also write $2\pi\delta(a+b)=\int dv\,e^{-i(a+b)v}$. The total phase is then
\[
a(v-u)-(a+b)v=-au-bv .
\]
The change from $(s,s')$ to $(T,s-s')$, and then from $s-s'$ to $u$ at fixed $v$, has unit Jacobian. The conditions $s,s'>0$ become $T>|u-v|/2$. Hence
\begin{align}
\Gamma_{fi}(\eta)&=\int du\,dv\,\tilde A(u)\tilde B(v)
\int_{|u-v|/2}^{\infty}\!dT\,e^{-2\eta T}\nonumber\\
&=\frac{k_Ak_B}{2\eta}
-\frac12\int du\,dv\,\tilde A\tilde B\,|u-v|+O(\eta),
\label{eq:expand}
\end{align}
with $k_A,k_B$ taken at $z=0$. The repair examined here drops the pole. Since $1/2\eta=\int_0^\infty dT\,e^{-2\eta T}$, this subtracts a reducible history that starts at $T=0$, when the centres of the two hops coincide.

The real reducible history starts later. The first hop ends $|u|/2$ after its centre, and the second begins $|v|/2$ before its own. The hops are separate when
\begin{equation}
T>\tfrac12(|u|+|v|).
\end{equation}
What remains for the kernel is the window between causality and separation:
\begin{equation}
K_{4,fi}^{\rm dir}=\int du\,dv\,\tilde A\tilde B\,
\frac{|u|+|v|-|u-v|}{2}.
\label{eq:window}
\end{equation}
The term with $|u-v|$ is the pole-free T-matrix rate $\bar\Gamma_{fi}$. By Eq.~(\ref{eq:tau}) the other two give $-\frac12(k_A'k_B+k_Ak_B')$.

There is also interference between paths through different intermediate states: $0$ and $2$ for $g\leftrightarrow e$, $g$ and $e$ for $0\leftrightarrow2$. Its lead contractions join $t_1$ with $t_2'$ and $t_2$ with $t_1'$. A reducible history would need one joined pair to precede the other, hence $t_2'<t_1'$ or $t_2<t_1$, and causality forbids both. Interference is therefore irreducible, has no pole and is the same in the two methods. Summing over intermediate states,
\begin{equation}
\boxed{K_{4,fi}=\bar\Gamma_{fi}-C_{fi},\qquad
C_{fi}=\frac12\sum_n\frac{d}{dz}\bigl[k_{fn}(z)k_{ni}(z)\bigr]_{z=0}}
\label{eq:main}
\end{equation}
for the two-electron transitions $g\leftrightarrow e$ and $0\leftrightarrow2$.

\section{Worked example}

Let $\varepsilon_g=-1.5$~meV, $\varepsilon_e=-1.0$~meV, $U=5$~meV, $\Gamma=0.004$~meV per lead and temperature 0.5~K, so that $k_BT=0.043$~meV. The coupling to each lead is a Lorentzian of half-width 10~meV centred on its chemical potential. Inelastic cotunnelling can create $e$ above 0.5~mV. An electron in $e$ can leave sequentially to the right lead when $\varepsilon_e=-eV/2$, that is at 2.0~mV. The ground state can do so at 3.0~mV.

At 2.9~mV the path $g\to0\to e$ alone has $\bar\Gamma=31.9$ and $C=34.7\ \mu\mathrm{s}^{-1}$. Their difference is $-2.8\ \mu\mathrm{s}^{-1}$, and direct evaluation of the window (\ref{eq:window}) gives the same. With all paths included, Eq.~(\ref{eq:tm}) extended by interference, integrated at $\eta=0.001$ and $0.0005$~meV$/\hbar$ and extrapolated after removal of the pole, gives $39.4\ \mu\mathrm{s}^{-1}$, as does the pole-free integral.

The full kernel, one-electron terms included, was tested where an exact answer exists: $U=0$, levels at 0.02 and 0.07~meV, bias 0.2~mV and $\Gamma=0.002$~meV. Relative to the exact Landauer current, the error is 1.4\% with $K_2$ and 0.016\% with $K_2+K_4$. Halving $\Gamma$ reduces the absolute remainder by a factor 8.0, as a third-order remainder in $\Gamma$ should.

\section{Why a blockade element can be negative}

At 1.0~mV the excitation $g\to e$ has
\[
K_{4,eg}=2.3-12.3=-10.0\ \mu\mathrm{s}^{-1}.
\]
Here the hop $g\to n$, with $n=0$ or $2$, is off resonance and $A(0)$ is exponentially small. Equation~(\ref{eq:kA}) then gives $k_{ng}'\simeq2\int da\,A(a)/a^2$. Half of this is the perturbative weight of state $n$ admixed to $g$ by tunnelling. It falls only algebraically with detuning, so the difference (\ref{eq:main}) is not confined to thresholds.

The kernel's populations include this virtual weight: state $g$ contributes $\frac12k_{ng}'p_g$ to $p_n$. The sequential kernel $k_{en}$ acts on it and produces a flow $\frac12k_{en}k_{ng}'p_g$ into $e$. Since $k_{ng}$ is negligible, the sum over $n$ is $C_{eg}p_g$. The negative part of $K_{4,eg}$ cancels it and leaves
\[
(K_{4,eg}+C_{eg})p_g=\bar\Gamma_{eg}p_g .
\]
Eliminating $0$ and $2$ from the full $K_2+K_4$ at 1.0~mV, with $\Gamma$ reduced tenfold, gives 0.9996 times the T-matrix rate. In blockade a negative kernel element is thus compatible with a positive cotunnelling rate.

\section{The resonance at the assisted threshold}

Now consider relaxation, $e\to0\to g$. The first hop puts an electron into the right lead. For a wide band its weight is
\[
A(a)=\frac{\Gamma}{2\pi\hbar}
\left[1-f(\varepsilon_e-\hbar a-\mu_R)\right],
\]
where $f$ is the Fermi function. The derivative of Eq.~(\ref{eq:kA}) at $z\to0$ is twice the finite part of $\int A/a^2$, which integration by parts turns into $2\,\mathrm P\!\int A'(a)/a\,da$. With $y=(\varepsilon_e-\hbar a-\mu_R)/k_BT$ and $x=(\varepsilon_e-\mu_R)/k_BT$,
\begin{equation}
k_{0e,R}'=-\frac{\Gamma}{\pi k_BT}h(x),\qquad
h(x)=\mathrm P\!\int dy\,\frac{-df/dy}{x-y}.
\end{equation}
The function $h$ is odd and tends to $1/x$ at large $|x|$. It vanishes at threshold and has extrema of opposite sign on either side. The second hop can draw on both leads, with rate close to $2\Gamma/\hbar$, so $C_{ge}$ acquires a part $-\Gamma^2h(x)/(\pi\hbar k_BT)$.

The computed extrema of $C_{ge}$ are $+82\ \mu\mathrm{s}^{-1}$ at 1.83~mV and $-85\ \mu\mathrm{s}^{-1}$ at 2.17~mV. Half the bias offset is 0.085~meV, about $2k_BT$. Across this region the two methods give, in $\mu\mathrm{s}^{-1}$:
\begin{center}
\begin{tabular}{rrrr}
bias (mV) & $\bar\Gamma_{ge}$ & $C_{ge}$ & $K_{4,ge}$\\
1.8 & 80.1 & 80.6 & $-0.5$\\
2.0 & 4.7 & $-0.6$ & 5.2\\
2.2 & $-76.2$ & $-83.2$ & 7.0
\end{tabular}
\end{center}
The large swing in the T-matrix number is almost entirely the misplaced start of the reducible history. At threshold $h$ vanishes, and only small non-resonant terms of $C_{ge}$ remain.

\section{What reaches the current}

Suppose the same shift of clock were made in every element, one-electron transitions included:
\begin{equation}
W_4=K_4+\tfrac12(K_2'K_2+K_2K_2').
\end{equation}
Its two-electron elements are the T-matrix rates. Let $K_2p_0=0$, with $p_0$ unique. The fourth-order kernel gives the first correction $p_1$ through $K_2p_1+K_4p_0=0$. With $W_4$ the correction $q_1$ obeys
\begin{equation}
K_2q_1+K_4p_0+\tfrac12K_2K_2'p_0=0
\ \Rightarrow\ q_1=p_1-\tfrac12K_2'p_0 .
\end{equation}
Normalization is kept because the columns of $K_2'$ sum to zero. Let $K^L$ be the part of the kernel whose latest vertex belongs to the left lead, and $N$ the row of electron numbers. The fourth-order particle current is
\begin{align}
I_W&=N\bigl[K_2^Lq_1+K_4^Lp_0+\tfrac12K_2^LK_2'p_0\bigr]\nonumber\\
&=N\bigl[K_2^Lp_1+K_4^Lp_0\bigr]=I_K .
\end{align}
The term with $K_2^{L\prime}K_2p_0$ vanishes. A consistent change of clock moves populations but leaves the stationary current unchanged at this order. The argument presumes that $p_1$ is small. Deep in blockade it is not, because cotunnelling creates $e$ faster than $e$ can decay sequentially. The currents quoted here are therefore stationary solutions of the summed rate equations; those with $K_4$ and $W_4$ still agree to 0.03\% at 1.2~mV. The T-matrix rate equation, understood here as golden-rule sequential rates plus $\bar\Gamma$, with elastic cotunnelling counted in the current, changes the clock in the two-electron terms without the matching one-electron corrections in $W_4$.

Near the ground-state threshold their absence shows. At 2.8~mV the T-matrix current is 98.1~pA, 0.9\% below the 99.0~pA from $K_2+K_4$, while the $W$ current is within 0.07\% of the latter. As $\Gamma$ is reduced, the relative T-matrix deviation falls roughly as $\Gamma$ and that of $W$ roughly as $\Gamma^2$, so the former is an error at fourth order. At this coupling, however, adding the sixth-order kernel lowers the $K_2+K_4$ current by 0.4\%, to 98.6~pA, about midway between the two. The 0.9\% therefore measures the inconsistency of the T-matrix scheme, not its distance from the exact current, and the $W$--$K$ spread understates the sixth-order term.

Near the assisted threshold the differences are smaller. Between 1.2 and 2.4~mV the T-matrix current departs from the $K_2+K_4$ current by at most 0.18\% on a 0.1~mV grid, at 1.9~mV. This exceeds the 0.001\% at 0.2~mV, but the $W$ and $K$ currents also differ by up to 0.175\% in the same range. The current there is itself mostly of order $\Gamma^2$, so relative corrections of order $\Gamma/k_BT$ compete with the omitted sixth-order kernel, which raises the current by 0.4\% at 1.9~mV and 0.3\% at 2.4~mV, more than the schemes differ. In this example the threshold error is large in the kernel element, but no current error of comparable size follows from it, and at this coupling fourth order cannot decide which of the three currents is best.

\section{Scale of a real device}

The parameters are rough values for an InAs nanowire dot: a charging energy of a few meV, and a $g$-factor near 8, for which the 0.5~meV splitting needs about 1.1~T. The 10~meV lead bandwidth is a model cutoff, far below that of metal contacts. Doubling it changes the 2~mV current by 2\%, more than the schemes differ there. Real couplings may also be unequal and uncertain. With $\Gamma_R=7\Gamma_L$ at the same total width, the T-matrix current departs from the $K_2+K_4$ current by 0.9\% at 2.4~mV and the differential conductance by nearly 3\%; with equal couplings the conductance departs by up to 0.8\%, near 2.0~mV. If both are 20\% larger, $C$ grows by 44\%, since it is quadratic in $\Gamma$. Spin--orbit coupling, further orbitals and phonon relaxation can alter the lifetime of $e$; their effect is not sized here.

The expansion needs weak coupling. Here $2\Gamma/k_BT=0.19$, and at zero bias the leading Kondo logarithm changes the exchange coupling by roughly 0.6\%, hence a cotunnelling rate by about 1\%. The sixth-order kernel raises the current by 0.6\% at 0.2 and at 1.0~mV, a shift of similar size. The estimate does not bound the error near the thresholds. On cooling at fixed $\Gamma$, the extrema of the resonant part of $C$ grow as $1/T$, and near the thresholds the fourth-order description fails once $k_BT$ becomes comparable with $\Gamma$. The program prints further bias points.

\section*{Computed values}
\begin{verbatim}
temperature 0.5 K, kT = 0.0431 meV
coupling per lead 0.004 meV, bandwidth 10.0 meV
levels g -1.5 meV, e -1.0 meV, charging energy 5.0 meV
Zeeman 0.5 meV = field 1.08 T for a g-factor of 8
thresholds: inelastic 0.5 mV, assisted 2.0 mV, ground 3.0 mV
U=0 check, gamma 0.002 meV: error second order 1.443 %, with fourth 0.0164 %
U=0 remainder ratio on halving gamma: 8.02
g->e at 2.9 mV, eta->0 limit 39.374 /us, finite-part formula 39.375 /us
path via empty: T 31.883, clock 34.695, window -2.812 /us
rates in 1/us: T-matrix, clock term, exact kernel element
  1.0 mV g->e:     2.278    12.285   -10.007
  1.0 mV e->g:    16.033    21.561    -5.527
  1.8 mV g->e:     7.149    16.271    -9.122
  1.8 mV e->g:    80.102    80.594    -0.491
  2.0 mV g->e:     9.090    15.199    -6.109
  2.0 mV e->g:     4.660    -0.564     5.224
  2.2 mV g->e:    11.836    13.879    -2.043
  2.2 mV e->g:   -76.248   -83.211     6.964
blockade, gamma/10, 1 mV: reduced rate / T-matrix rate 0.9996
e->g clock term: largest 82.29 /us at 1.83 mV
e->g clock term: smallest -84.51 /us at 2.17 mV
bias mV: current pA T-matrix, exact K4, common clock W; deviations %
  0.2: 0.063803 0.063803 0.063803; T 0.001, W 0.001
  0.6: 0.32166 0.3217 0.32166; T -0.010, W -0.010
  1.0: 0.92026 0.92048 0.92026; T -0.024, W -0.024
  1.2: 1.2724 1.2728 1.2724; T -0.030, W -0.030
  1.4: 1.7073 1.7078 1.7072; T -0.033, W -0.033
  1.6: 2.3078 2.3078 2.3076; T 0.003, W -0.009
  1.8: 3.0632 3.0591 3.0609; T 0.133, W 0.058
  2.0: 3.9491 3.9445 3.9499; T 0.116, W 0.136
  2.2: 5.239 5.2402 5.2492; T -0.023, W 0.171
  2.4: 8.0808 8.0946 8.1087; T -0.170, W 0.174
  2.8: 98.103 99.005 99.071; T -0.911, W 0.066
  3.0: 379.2 380.15 380.15; T -0.250, W 0.000
  3.2: 585.41 583.77 583.76; T 0.282, W -0.002
largest T-matrix deviation 1.2-2.4 mV: 0.178 % at 1.9 mV
sixth-order gauge, largest W-K spread 1.2-2.4 mV: 0.175 %
lifetime broadening 2*gamma/kT = 0.186
Kondo logarithm, rough relative size: 0.56 %
doubling the bandwidth changes the 2 mV current by 1.997 %
\end{verbatim}
